# Gragg–Harrod Rotations: Rebuilding a Jacobi Matrix from Nodes and Weights, part 2

An impurity of energy zero couples to \(N\) mutually uncoupled levels with distinct energies (nodes) \(\lambda_j\) in eV and couplings \(v_j=\sqrt{w_j}>0\), with weights \(w_j\) in eV². The Hamiltonian of this star is an arrowhead matrix: non-zero only in its first row, first column and diagonal. We seek the equivalent chain, which is unique, in a way that survives rounding. It has site energies \(\alpha_k\), hoppings \(b_k>0\) and impurity coupling \(b_0\), with \(b_0^2=\sum_jw_j\).

Let \(\Lambda=\mathrm{diag}(\lambda_1,\dots,\lambda_N)\), let \(v\) have components \(v_j\), and let \(J\) be the tridiagonal chain matrix without the impurity. The orthonormal chain vectors start from \(q_1=v/b_0\) and obey

\[
\Lambda q_k=b_{k-1}q_{k-1}+\alpha_kq_k+b_kq_{k+1},
\]

without the first term for \(k=1\) and the last for \(k=N\). The hybridization function is \(\Delta(z)=\sum_jw_j/(z-\lambda_j)=b_0^2\,[(z-J)^{-1}]_{11}\).

The Stieltjes procedure alternates this recurrence, in the form for monic polynomials \(P_k\) with \(q_{k+1}\propto P_k(\Lambda)v\), with

\[
\alpha_{k+1}=\frac{\sum_jw_j\lambda_jP_k(\lambda_j)^2}{\sum_jw_jP_k(\lambda_j)^2},\qquad
b_k^2=\frac{\sum_jw_jP_k(\lambda_j)^2}{\sum_jw_jP_{k-1}(\lambda_j)^2}.
\]

Alternatively, nodes are added one at a time. Plane rotations with cosines \(c_k>0\) and sines \(s_k\) carry a new level \((\lambda,w)\) down the \(n\) old sites. Primes mark the enlarged chain, and \(b'_{k-1}=c_{k-1}r_k\). With \(\gamma_k=c_k^2\), \(\sigma_k=s_k^2\), \(\rho_k=r_k^2\), the rational (square-root-free) update starts from \(\gamma_0=1\), \(\sigma_0=t_0=0\), \(\pi_0^2=w\), and for \(k=1,\dots,n\) computes

\[
\begin{aligned}
\rho_k&=b_{k-1}^2+\pi_{k-1}^2,\qquad b_{k-1}'^2=\gamma_{k-1}\rho_k,\\
\gamma_k&=b_{k-1}^2/\rho_k,\qquad \sigma_k=\pi_{k-1}^2/\rho_k,\\
t_k&=\sigma_k(\alpha_k-\lambda)-\gamma_kt_{k-1},\qquad
\alpha_k'=\alpha_k+t_{k-1}-t_k,\\
\pi_k^2&=t_k^2/\sigma_k,\quad\text{or}\quad \sigma_{k-1}b_{k-1}^2\ \text{if}\ \sigma_k=0 .
\end{aligned}
\]

Then \(b_n'^2=\gamma_n\pi_n^2\) and \(\alpha'_{n+1}=\lambda+t_n\).

In the closing numerical output, "beta" lists \(b_0^2,b_1^2,\dots\). The six-site test compares the travelling level's matrix row from the formulas with explicit rotations.

### (g) What if levels coincide or nearly coincide?

Determine the result when \(\lambda\) equals an old node. Then use the chain for two levels to find how sensitive the answer is when they are close. State the cost of building the whole chain.

**Solution.** In a tridiagonal matrix with non-zero hoppings, the first component of an eigenvector determines all the others through the recurrence. Each eigenvalue is therefore simple. If \(\lambda\) repeats an old node, the enlarged bath has a double eigenvalue, so some hopping must vanish. All but the last are positive, because \(b'_{k-1}=c_{k-1}r_k\). Hence \(b_n'=0\).

The last site is then decoupled. It is an eigenvector of the bath with no coupling to the impurity. Such a vector exists only within the degenerate pair, where a combination of the two levels can cancel their couplings; therefore \(\alpha'_{n+1}=\lambda\). The orthogonal combination carries the sum of the two weights. The remaining \(n\) sites form the chain with merged weight, as a test in exact rational arithmetic confirms. In exact arithmetic the decoupled site should be discarded before another node is added. It no longer affects the impurity, and if a later level again repeats a node, the update would reach this site with \(b_n=\pi_n=0\), hence \(\rho_{n+1}=0\), and divide by zero.

In floating point this decoupling cannot be relied on. The stored chain represents slightly shifted nodes, so the repeated level acts as a distinct, very close one. For the bath of part (j), repeating the lowest node gives \(b_{100}'=0.071\) eV instead of zero, and the first 100 sites differ from the merged chain by up to 0.33 eV. Exact arithmetic with the two levels one rounding unit apart gives the same last hopping, so the sensitivity belongs to the data. For a node at the band centre the last hopping does fall to rounding level. Equal nodes should therefore be merged, by adding their weights, before the chain is built.

For two distinct levels, start with \(\alpha_1=\lambda_1\), \(b_0^2=w_1\) and add \((\lambda_2,w_2)\). One step gives \(\sigma_1=w_2/(w_1+w_2)\), \(t_1=\sigma_1(\lambda_1-\lambda_2)\) and \(\pi_1^2=\sigma_1(\lambda_1-\lambda_2)^2\). Hence

\[
b_1'^2=\gamma_1\pi_1^2=\frac{w_1w_2}{(w_1+w_2)^2}(\lambda_1-\lambda_2)^2 .
\]

At fixed weights, a small change of the nodes obeys

\[
\frac{\delta b_1'}{b_1'}=\frac{\delta\lambda_1-\delta\lambda_2}{\lambda_1-\lambda_2}.
\]

If the separation is much smaller than the energies themselves, rounding the input energies can already cause a relative error \(\delta b_1'/b_1'\) that exceeds their own relative rounding error by about the ratio of energy to separation. This sensitivity belongs to the data, and no algorithm that receives the rounded data can remove it.

Adding a node to \(n\) sites takes \(n\) steps. The full chain takes \(1+2+\dots+(N-1)=N(N-1)/2\) steps, so the work grows as \(N^2\). In exact arithmetic the order of the nodes is irrelevant, because the final chain is unique.

### (h) Why do rotations tolerate rounding?

Consider the version that rotates the matrix explicitly. Estimate the accumulated rounding error to first order in the unit roundoff \(u\), and state what the estimate does and does not guarantee.

**Solution.** Let \(A_0\) be the complete arrowhead matrix and \(A_m\) the computed matrix after \(m\) rotations. One rotation changes two rows and two columns. Each new entry is formed from a few products and sums, with a rounding error of a few \(u\) times the size of the entries combined. The computed sine and cosine are also accurate to a few \(u\). If neither overflow nor underflow occurs, this can be written as

\[
A_m=G_m(A_{m-1}+E_m)G_m^T,\qquad \|E_m\|\le\kappa u\|A_{m-1}\|,
\]

where \(G_m\) is exactly orthogonal, \(\|\cdot\|\) is the square root of the sum of squared entries, and \(\kappa\) is a modest constant independent of \(N\). The error of setting the removed entry to zero is included in \(E_m\).

Orthogonal factors do not change the norm. Carrying all errors back to the starting matrix gives, after \(N(N-1)/2\) rotations,

\[
A_{\rm final}=G(A_0+E)G^T,\qquad
\|E\|\le\frac{N(N-1)}2\,\kappa u\|A_0\|+O(u^2),
\]

where \(G\) is the product of the rotations. Errors add; they are not amplified. The computed chain is the exact transform of a slightly changed Hamiltonian, which is called backward stability.

The changed Hamiltonian need not be an arrowhead matrix, since \(E\) may couple the bath levels to one another by a small symmetric matrix \(F\). Diagonalizing the bath again moves each node by at most \(\|F\|\). To first order, it changes the coupling of level \(j\) by

\[
\delta\sqrt{w_j}=\delta v_j+\sum_{i\ne j}\frac{F_{ij}\sqrt{w_i}}{\lambda_j-\lambda_i},
\]

where \(\delta v_j\) is the direct error of the coupling. Small level separations therefore enlarge the error in the weights. The bound is also relative to the norm of the whole matrix, so it does not promise relative accuracy for a very small weight or hopping.

This argument applies to explicit rotations. The rational recurrence is algebraically equivalent but rounds differently. Its accuracy is examined numerically in part (j) and is not inferred from the bound.

### (i) Why can the Stieltjes procedure fail?

Examine how a small error evolves in the three-term recurrence at one node. Then find how small the exact vector can become for equally spaced nodes.

**Solution.** Let \(q_k\) now denote the component of the \(k\)th chain vector at a fixed node \(\lambda_j\). Let \(y_k\) be an error that obeys the same recurrence, with the coefficients held fixed and no further errors added:

\[
b_ky_{k+1}=(\lambda_j-\alpha_k)y_k-b_{k-1}y_{k-1}.
\]

Form \(W=b_k(q_{k+1}y_k-q_ky_{k+1})\) and insert both recurrences. The terms with \(\lambda_j-\alpha_k\) cancel, leaving

\[
W=b_{k-1}(q_ky_{k-1}-q_{k-1}y_k).
\]

This is the same expression one step earlier, so \(W\) is constant. If \(|q_k|\) and \(|q_{k+1}|\) are both at most \(\eta\), then

\[
\max(|y_k|,|y_{k+1}|)\ge\frac{|W|}{2b_k\eta}.
\]

An error with \(W\ne0\) must grow wherever the exact solution becomes small. The recurrence contains nothing that removes it.

The last chain vector shows how small \(\eta\) can be. It is orthogonal to \(p(\Lambda)v\) for every polynomial \(p\) of degree at most \(N-2\). Lagrange interpolation of such a \(p\) at all \(N\) nodes has no term of degree \(N-1\), which means

\[
\sum_j\frac{p(\lambda_j)}{\prod_{i\ne j}(\lambda_j-\lambda_i)}=0 .
\]

The last vector therefore has components proportional to \(1/[\sqrt{w_j}\prod_{i\ne j}(\lambda_j-\lambda_i)]\). For equal spacing \(h\), the product has magnitude \(h^{N-1}(j-1)!\,(N-j)!\), so the magnitudes are proportional to

\[
\frac1{\sqrt{w_j}}\binom{N-1}{j-1}.
\]

Apart from the weight factor, an edge component is smaller than the largest one by the largest binomial coefficient. The \(N\) coefficients add up to \(2^{N-1}\), so the largest is at least \(2^{N-1}/N\). For \(N=100\) this far exceeds \(1/u\).

The bound needs two successive small components. The last row of the recurrence gives \(b_{N-1}q_{N-1}=(\lambda_j-\alpha_N)q_N\), and for \(k<N\) we have \(b_{k-1}|q_{k-1}|\le|\lambda_j-\alpha_k||q_k|+b_k|q_{k+1}|\). Each step back can therefore enlarge the component only by a factor set by the band width and the hoppings. The edge components of the last few chain vectors thus lie below rounding level, while errors there have grown. The computed vectors lose their orthogonality, and sums that rely on it give wrong coefficients. This linear argument gives the mechanism but not the index at which the failure sets in, and it does not describe the later stage, in which the coefficients themselves have changed. For short chains, or when the recurrence is stopped early, the procedure can remain accurate.

### (j) A bath of one hundred levels

Take a band of half-width \(D=1\) eV with \(N=100\) levels and

\[
\lambda_j=-D+\frac{(2j-1)D}{N},\qquad
w_j=g\sqrt{1-\frac{\lambda_j^2}{D^2}}\left(1+\frac{\lambda_j}{2D}\right),\qquad g=0.001\ \text{eV}^2 .
\]

Estimate the beginning of the chain, and compare the methods.

**Solution.** The spacing is 0.020 eV. Replace sums by integrals over \(\xi=\lambda/D\), with \(N/2\) levels per unit of \(\xi\). The odd part of the weight drops out of the total:

\[
b_0^2\approx\frac{gN}{2}\int_{-1}^{1}\sqrt{1-\xi^2}\,d\xi
=\frac{\pi gN}{4}=0.0785\ \text{eV}^2 ,
\]

so \(b_0\approx0.280\) eV. Under the semi-elliptic weight alone, the mean of \(\xi^2\) is \(\tfrac14\). The asymmetry gives \(\alpha_1\approx\tfrac12\cdot\tfrac14D=0.125\) eV, and the variance gives \(b_1\approx D\sqrt{1/4-1/64}=0.484\) eV. The computed values are 0.2803, 0.1251 and 0.4843 eV. Further along, \(b_3=0.5004\) eV, \(b_{50}=0.4347\) eV and \(b_{99}=0.0708\) eV.

Errors are measured against a 120-digit calculation, as absolute errors in site energies and hoppings. The rational updates have a largest error of \(1.6\times10^{-15}\) eV. With the levels in shuffled order it is \(1.3\times10^{-15}\) eV, and with explicit rotations \(4.6\times10^{-15}\) eV. These are absolute errors for a uniform bath. When the hoppings span many orders of magnitude, the order of the nodes matters for relative accuracy. For 80 levels at \(\pm0.75\cdot2^{-m}\) eV (\(m=0,\dots,39\)) with weights proportional to \(2^{-m}\), the largest relative error of the hoppings is about \(10^{-15}\) if the levels of large magnitude are added first and \(3\times10^{-5}\) in a shuffled order.

The Stieltjes procedure is equally good at first. With \(k\) labelling the pair \((\alpha_{k+1},b_k)\), its error is

- \(1.5\times10^{-15}\) eV at \(k=60\),
- \(5.0\times10^{-11}\) eV at \(k=70\),
- \(1.4\times10^{-2}\) eV at \(k=80\),
- \(0.31\) eV at \(k=90\).

It first exceeds \(10^{-6}\) eV at \(k=76\), and its largest value is 0.49 eV, at \(k=91\), where the exact hopping is 0.21 eV. These figures are amplified rounding errors and depend on the order of summation. With other orders the error at \(k=80\) lies between \(2\times10^{-4}\) and \(1.4\times10^{-2}\) eV, the error at \(k=90\) between 0.05 and 0.44 eV, the onset between \(k=76\) and 78, and the largest value between 0.49 and 0.56 eV.

The cause can be tested by changing only the orthogonality. With normalized vectors, the largest deviation of their inner products from the unit matrix is 0.34, and the largest coefficient error is 0.58 eV. If each new vector is explicitly orthogonalized against all earlier ones, in two passes, these fall to \(6.7\times10^{-16}\) and \(3.4\times10^{-16}\) eV. Reorthogonalization is thus an accurate alternative here, but it stores all the vectors, and its work grows as \(N^3\).

Diagonalizing the chain from the rational updates returns the nodes within \(4.4\times10^{-16}\) eV and the weights within a relative error of \(4.5\times10^{-14}\). In the Stieltjes chain, some node lies \(1.2\times10^{-2}\) eV from the nearest eigenvalue, more than half a level spacing.

The hybridization function is less revealing. At \(z=0.1+0.05i\) eV the star sum is \(-0.0199-0.1557i\) eV. The updated chain reproduces it within \(3.8\times10^{-16}\) eV, and even the Stieltjes chain within \(1.0\times10^{-6}\) eV. Part of the reason is damping. Let \(J'\) be the faulty chain and put \(R=(z-J)^{-1}\), \(R'=(z-J')^{-1}\). Then

\[
R'-R=R(J'-J)R' .
\]

In the \((1,1)\) element, a fault at site \(k\) enters through propagation from site 1 to \(k\) and back. In a uniform chain with zero site energies and hopping \(D/2\), the decaying solution is \(\zeta^k\) with \(z=(D/2)(\zeta+\zeta^{-1})\). Here \(|\zeta|\approx e^{-0.05}\), so the round trip to \(k=76\) carries a factor of about \(e^{-7.6}\approx5\times10^{-4}\). This shows the damping without predicting the observed difference, and damping is not the whole reason. The faults are correlated: if the same faulty recurrence is continued to 150 sites, it reproduces the star sum within \(4\times10^{-16}\) eV, so the difference of \(1.0\times10^{-6}\) eV is the damped effect of stopping it at site 100. Faults of the same sizes but random signs give about \(2\times10^{-5}\) eV. With less broadening the 100-site Stieltjes chain is visibly wrong: the difference is \(1.5\times10^{-3}\) eV at \(z=0.1+0.02i\) eV and \(2\times10^{-2}\) eV at \(z=0.1+0.005i\) eV. A sufficiently broadened impurity property can therefore look sound while the far end of the chain is wrong. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Old chain, nodes -1,1 eV, weights 1,1 eV^2:
 alpha (eV): 0 0 | beta (eV^2): 2 1
Add node 2 eV, weight 1 eV^2:
 k=1: rho=3 eV^2, gamma=2/3, sigma=1/3, t=-2/3 eV, pi^2=4/3 eV^2
 k=2: rho=7/3 eV^2, gamma=3/7, sigma=4/7, t=-6/7 eV, pi^2=9/7 eV^2
 new alpha (eV): 2/3 4/21 8/7 | new beta (eV^2): 3 14/9 27/49
Add node 0 eV, weight 1 eV^2:
 k=1: rho=3 eV^2, gamma=2/3, sigma=1/3, t=0 eV, pi^2=0 eV^2
 k=2: rho=1 eV^2, gamma=1, sigma=0, t=0 eV, pi^2=1/3 eV^2
 new alpha (eV): 0 0 0 | new beta (eV^2): 3 2/3 1/3
Largest mismatch in travelling row, 6-site test: 2.8e-16
Bath: 100 levels, half-width 1.0 eV, strength 0.001 eV^2
Level spacing: 0.020 eV
Impurity-chain coupling b_0: 0.28029295 eV
Chain from square-root-free updates:
 alpha_1 = 0.12511441 eV, b_1 = 0.48432964 eV
 alpha_2 = 0.00842405 eV, b_2 = 0.49924382 eV
 alpha_3 = 0.00066766 eV, b_3 = 0.50040079 eV
 alpha_50 = -0.00138994 eV, b_50 = 0.43465798 eV
 alpha_99 = -0.00248751 eV, b_99 = 0.07075656 eV
 alpha_100 = -0.00250639 eV
Errors against 120-digit reference, at array index k (from 0):
 k=20: updates 2.8e-16 eV, Stieltjes 5.4e-16 eV
 k=40: updates 3.9e-16 eV, Stieltjes 4.0e-16 eV
 k=60: updates 1.6e-15 eV, Stieltjes 1.5e-15 eV
 k=70: updates 4.7e-16 eV, Stieltjes 5.0e-11 eV
 k=80: updates 6.4e-16 eV, Stieltjes 1.4e-02 eV
 k=90: updates 4.7e-16 eV, Stieltjes 3.1e-01 eV
 k=99: updates 2.1e-16 eV, Stieltjes 3.6e-01 eV
First index with Stieltjes error > 1e-6 eV: 76
Largest error over the whole chain (eV):
 square-root-free updates: 1.6e-15
 same, shuffled node order: 1.3e-15
 explicit rotations: 4.6e-15
 monic Stieltjes: 4.9e-01
 normalized Stieltjes: 5.8e-01
 reorthogonalized Stieltjes: 3.4e-16
Orthogonality defect, normalized Stieltjes: 3.4e-01
Orthogonality defect, reorthogonalized: 6.7e-16
Recovered nodes, largest error: 4.4e-16 eV
Recovered weights, largest relative error: 4.5e-14
Stieltjes chain, worst node-to-eigenvalue distance: 1.2e-02 eV
Hybridization at 0.1+0.05i eV: -0.01990310 -0.15569770i eV
Chain minus star: updates 3.8e-16 eV, Stieltjes 1.0e-06 eV
```
